# Kagome antiferromagnet with out-of-plane Dzyaloshinskii–Moriya exchange: chirality and flat mode

## Problem

Classical spins $\mathbf S_i$ of fixed length $S$ occupy the sites of a kagome lattice, a network of triangles sharing corners. Each site belongs to one up triangle and one down triangle and has four nearest neighbours. The energy is

$$
H=\sum_{i\to j}\left[J\,\mathbf S_i\cdot\mathbf S_j+D\,\hat{\mathbf z}\cdot(\mathbf S_i\times\mathbf S_j)\right],\qquad J>0 .
$$

The spins are dimensionless, so $J$ and $D$ are energies. The cross product changes sign when $i$ and $j$ are exchanged, so each bond needs a direction. With the three sublattices numbered counterclockwise in an up triangle, the bonds run $1\to2\to3\to1$ in every triangle, up or down. Symmetry requires this common pattern. The threefold rotation about the centre of a triangle carries $1\to2$ into $2\to3$ and $3\to1$ and leaves $\hat{\mathbf z}\cdot(\mathbf S_i\times\mathbf S_j)$ unchanged, so these three bonds share one $D$. Inversion through a site of sublattice 1 carries the bond $1\to2$ of an up triangle into the bond $1\to2$ of the adjoining down triangle and leaves the spins, which are axial vectors, unchanged. Both bonds therefore have the same $D$.

In-plane components of the Dzyaloshinskii–Moriya (DM) vector are absent, as they must be if the kagome plane is a mirror plane. Further-neighbour exchange and single-ion anisotropy are neglected. The spins precess according to

$$
\hbar\,\frac{d\mathbf S_i}{dt}=\frac{\partial H}{\partial\mathbf S_i}\times\mathbf S_i .
$$

At $D=0$ a coplanar $120^\circ$ state that repeats in every unit cell (a $q=0$ state) can have either sense of rotation, and it has a whole branch of modes at zero frequency.

(a) Which state has the lowest energy when $D\neq0$?

(b) What happens to the zero-frequency branch, and how does its frequency depend on $D$?

(c) What happens to small deviations from the $q=0$ state of the other sense?

(d) Evaluate the results for the round model parameters $S=5/2$, $J=2$ meV, $D=0.06$ meV.

## First estimate by scaling

At $D=0$ the energy of one triangle is

$$
E_{\rm tri}=\frac J2\left|\mathbf S_1+\mathbf S_2+\mathbf S_3\right|^2-\frac{3JS^2}{2},
$$

so every state with zero total spin on each triangle is a ground state. The DM term distinguishes the two senses of rotation, because the cross products of neighbouring spins have opposite signs in them. The energy difference per triangle should be of order $|D|S^2$, here $0.06\times6.25=0.375$ meV.

Now deform a coplanar $q=0$ state. Let $S_{iz}=Sz_i$ be small tilts whose sum vanishes on every triangle. The total spin of a triangle then changes only at order $z^2$, and the exchange energy only at order $z^4$: to quadratic order the tilt is free. In-plane rotations $\theta_i$ are different. They change the total spin at first order unless the three angles of a triangle are equal, so they cost an energy of order $JS^2\theta^2$.

The DM energy depends on the in-plane spin components, which a tilt shortens by a relative amount of order $z^2$. In the favoured state this loses energy of order $|D|S^2z^2$. The tilt stiffness is thus $k_z\sim|D|S^2$, while the rotation stiffness is $k_\theta\sim JS^2$.

To combine them, the precession equation is needed in the variables $\phi_i$ (azimuth) and $z_i$. With $\mathbf h=\partial H/\partial\mathbf S$ for one spin,

$$
\hbar S\dot z=h_xS_y-h_yS_x=-\frac{\partial H}{\partial\phi},
$$

since $\partial\mathbf S/\partial\phi=(-S_y,S_x,0)$. With $S_\perp^2=S_x^2+S_y^2$, the azimuth obeys

$$
\hbar\dot\phi=\frac{\hbar(S_x\dot S_y-S_y\dot S_x)}{S_\perp^2}
=h_z-\frac{S_z(h_xS_x+h_yS_y)}{S_\perp^2}=\frac1S\frac{\partial H}{\partial z}.
$$

The last equality holds because $S_\perp=\sqrt{S^2-S_z^2}$ shrinks as $S_z$ grows at fixed $\phi$. For one mode with energy $\tfrac12k_\theta\theta^2+\tfrac12k_zz^2$ these equations read $\hbar S\dot\theta=k_zz$ and $\hbar S\dot z=-k_\theta\theta$, so

$$
\hbar\omega=\frac{\sqrt{k_\theta k_z}}{S}\sim S\sqrt{J|D|}.
$$

The estimate is $2.5\sqrt{2\times0.06}\approx0.87$ meV. It gives neither the numerical factor, nor the selected sense, nor any assurance that the branch stays flat.

## Exact solution

### The ground state

Every bond lies in exactly one triangle, so $H$ is a sum of triangle energies. Put $s_j=S_{jx}+iS_{jy}$. Then $s_i^*s_j$ has the real part $S_{ix}S_{jx}+S_{iy}S_{jy}$ and the imaginary part $\hat{\mathbf z}\cdot(\mathbf S_i\times\mathbf S_j)$. Expand the three values in a triangle as

$$
s_j=\frac1{\sqrt3}\sum_{m=0,\pm1}c_m\,e^{2\pi imj/3},\qquad
\sum_js_j^*s_{j+1}=\sum_m|c_m|^2e^{2\pi im/3}.
$$

Taking $J$ times the real part plus $D$ times the imaginary part, and adding the $z$ components, gives

$$
E_{\rm tri}=\sum_m\lambda_m|c_m|^2+\frac J2\Big[\Big(\sum_jS_{jz}\Big)^2-\sum_jS_{jz}^2\Big],
$$

$$
\lambda_0=J,\qquad \lambda_{\pm1}=-\frac J2\pm\frac{\sqrt3}{2}D .
$$

For $D\ne0$ the lowest coefficient belongs to $m=\kappa$ with $\kappa=-\operatorname{sgn}D$. Its value is $-a$, where

$$
a=\frac{J+\sqrt3|D|}{2}.
$$

The fixed spin length implies $\sum_m|c_m|^2=3S^2-\sum_jS_{jz}^2$. Replacing every $\lambda_m$ by $-a$ and dropping the non-negative square of $\sum_jS_{jz}$ gives

$$
E_{\rm tri}\ge-3aS^2+\Big(a-\frac J2\Big)\sum_jS_{jz}^2
=-\frac{3S^2}{2}\left(J+\sqrt3|D|\right)+\frac{\sqrt3|D|}{2}\sum_jS_{jz}^2 .
$$

The minimum $-3aS^2$ requires all $S_{jz}=0$ and only $c_\kappa\ne0$. The spins then lie in the plane at angles $\phi_j=\phi_0+2\pi\kappa j/3$. The integer $\kappa$ is the chirality,

$$
\kappa=\frac{2}{3\sqrt3S^2}\sum_{i\to j}\hat{\mathbf z}\cdot(\mathbf S_i\times\mathbf S_j),
$$

summed over one triangle. With the stated bond directions, positive $D$ selects $\kappa=-1$ and negative $D$ selects $\kappa=+1$.

All triangles can reach their minimum together. Within a triangle, $\phi_j-2\pi\kappa j/3$ has one common value $\phi_0$. Neighbouring triangles share a spin and hence share $\phi_0$, and this carries through the connected lattice. All spins of a sublattice are therefore parallel. The ground state is the $q=0$ state of chirality $-\operatorname{sgn}D$, unique up to a uniform rotation about $z$.

The opposite $q=0$ state has $m=-\kappa$ and energy $-\tfrac32S^2(J-\sqrt3|D|)$ per triangle, which is higher by $3\sqrt3S^2|D|$. The $\sqrt3\times\sqrt3$ state, a $120^\circ$ state with opposite chiralities on up and down triangles, has no net DM energy and lies halfway between them, at $-\tfrac32JS^2$.

### Quadratic energy

Write the azimuth of spin $i$ as its ground-state value plus $\theta_i$, and let $\delta=\theta_j-\theta_i$ on the bond $i\to j$. Because $\cos(2\pi\kappa/3)=-\tfrac12$, $\sin(2\pi\kappa/3)=\kappa\sqrt3/2$ and $\kappa D=-|D|$,

$$
J\cos\Big(\frac{2\pi\kappa}3+\delta\Big)+D\sin\Big(\frac{2\pi\kappa}3+\delta\Big)
=-a+b\,\delta+\frac a2\delta^2+\dots,
$$

with $b=-\tfrac12(\sqrt3\kappa J+D)$. The linear terms cancel, because $b$ is the same on all bonds and the differences $\delta$ add to zero round a triangle. The in-plane lengths multiply this expression by $\sqrt{(1-z_i^2)(1-z_j^2)}\approx1-\tfrac12(z_i^2+z_j^2)$. Acting on $-a$, this factor produces a positive tilt energy; its product with $b\delta$ is of third order. The quadratic energy is

$$
E_2=S^2\sum_{i\to j}\Big[\frac a2(\theta_i-\theta_j)^2+\frac a2(z_i^2+z_j^2)+Jz_iz_j\Big].
$$

Let $M_{ij}=1$ for nearest neighbours and zero otherwise. Each site has four bonds, and $\theta^TM\theta$ counts each bond twice, so

$$
E_2=\frac{S^2}{2}\left[\theta^Ta(4-M)\theta+z^T(4a+JM)z\right].
$$

The equations of motion are $\hbar\dot\theta=S(4a+JM)z$ and $\hbar\dot z=-Sa(4-M)\theta$. Both matrices are functions of $M$, so each eigenvector of $M$, with eigenvalue $\mu$, is an independent oscillator:

$$
(\hbar\omega)^2=S^2a(4-\mu)(4a+J\mu).
$$

### The flat branch

Let $N_{it}=1$ if site $i$ belongs to triangle $t$, and zero otherwise. A site lies in two triangles and two neighbours share one, so $NN^T=2+M$. Hence $\mu\ge-2$, and $\mu=-2$ holds precisely for patterns whose sum vanishes on every triangle. An example is a pattern with alternating signs on the six sites of one hexagon and zero elsewhere: each triangle on the rim contains one plus and one minus.

The other eigenvalues follow from $N^TN=3+A$, which has the same nonzero eigenvalues as $NN^T$. Here $A$ connects triangles sharing a site; each up triangle touches three down triangles. Take primitive vectors $\mathbf a_1,\mathbf a_2$ at $60^\circ$ to each other, along the bonds from site 1 to sites 2 and 3 of an up triangle. The down triangles touching an up triangle at sites 2 and 3 are then displaced by $\mathbf a_1$ and $\mathbf a_2$ from the one touching it at site 1. Since $A$ joins only up triangles to down triangles, it is a $2\times2$ matrix at each wavevector with zero diagonal and off-diagonal elements $f$ and $f^*$, and the eigenvalues of $A$ at wavevector $\mathbf k$ are $\pm|f|$, where $f=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}$. The three branches are

$$
\mu=-2,\qquad \mu=1+|f|,\qquad \mu=1-|f| .
$$

The first is independent of $\mathbf k$. For it, $4-\mu=6$ and $4a-2J=2\sqrt3|D|$, which gives

$$
\hbar\omega_0=S\sqrt{6a\cdot2\sqrt3|D|}
=S\sqrt{6\sqrt3\,|D|\left(J+\sqrt3|D|\right)} .
$$

Within linearised dynamics the branch remains exactly flat at every $D$. It is proportional to $\sqrt{|D|}$ to leading order in $|D|/J$.

At $\mathbf k=0$, where $|f|=3$, the other two eigenvalues are $4$ and $-2$. The first gives $\omega=0$ even with $D\neq0$: it is the uniform rotation about $z$, which remains a symmetry. Near $\mathbf k=0$ this Goldstone branch lies below the flat one. The second eigenvalue makes a dispersive branch touch the flat one.

### The opposite chirality

In the other $q=0$ state $\kappa D=+|D|$, so the same expansion holds with $a$ replaced by $a'=(J-\sqrt3|D|)/2$. The tilt stiffness at $\mu=-2$ is now proportional to $4a'-2J=-2\sqrt3|D|$, and

$$
(\hbar\omega)^2=-6\sqrt3\,S^2|D|\left(J-\sqrt3|D|\right).
$$

For $0<|D|<J/\sqrt3$ this is negative and deviations grow exponentially. The disfavoured state is therefore not metastable in this range, however small $D$ is. Beyond $J/\sqrt3$ the in-plane stiffness changes sign too, so the flat modes oscillate again, but the tilt stiffness stays negative and the state is never an energy minimum. With $a'<0$, modes with $4a'+J\mu>0$ grow; such modes exist near $\mu=4$ for $|D|<\sqrt3J$. For larger $|D|$ the state is an energy maximum to quadratic order and all linear frequencies are real.

## Comparison of the estimate with the solution

For the example, $\sqrt3D=0.1039$ meV and $S^2=6.25$. The selected state has energy $-1.5\times6.25\times2.1039=-19.72$ meV per triangle, the $\sqrt3\times\sqrt3$ state $-18.75$ meV and the opposite $q=0$ state $-17.78$ meV. The cost of the wrong chirality is 1.95 meV, against the estimated 0.375 meV. The missing factor $3\sqrt3\approx5.2$ comes from three bonds, on each of which the cross product differs by $\sqrt3S^2$ between the two senses.

For a normalised pattern with $\mu=-2$, the two stiffnesses are

$$
k_z=2\sqrt3|D|S^2=1.299\ \text{meV},\qquad
k_\theta=3(J+\sqrt3|D|)S^2=39.45\ \text{meV}.
$$

They confirm the scaling argument: one vanishes with $D$ and the other stays finite. Their product gives

$$
\hbar\omega_0=\frac{\sqrt{1.299\times39.45}}{2.5}\ \text{meV}=2.86\ \text{meV},
$$

or $\omega_0/2\pi=0.692$ THz. The estimate of 0.87 meV is too small by a factor 3.3. Of this, $\sqrt{6\sqrt3}\approx3.22$ comes from the numerical factors in the stiffnesses, and $\sqrt{1+\sqrt3D/J}\approx1.026$ from the DM contribution to $k_\theta$. The leading law $S\sqrt{6\sqrt3J|D|}$ gives 2.79 meV, 2.5% below the full linear result. At the zone corner, where $f=0$ and $\mu=1$, the two dispersive branches meet at $S\sqrt{3a(4a+J)}=11.1$ meV. A DM energy of 3% of $J$ thus lifts the flat branch to about a quarter of that energy. In the opposite state the fastest growth rate, multiplied by $\hbar$, is 2.72 meV.

The departure from the square root follows from

$$
\frac{d\ln\omega_0}{d\ln|D|}=\frac12+\frac12\,\frac{\sqrt3|D|/J}{1+\sqrt3|D|/J}.
$$

The numerical output shows this drift: the exponent averaged between successive values of $D/J$ is 0.5000 from $10^{-5}$ to $10^{-4}$ and 0.531 from $10^{-2}$ to $10^{-1}$. In the opposite limit, $|D|\gg J$, both stiffnesses come from the DM term and $\hbar\omega_0\to3\sqrt2\,S|D|$, which is linear in $D$. There $(\hbar\omega)^2\to3S^2D^2(4-\mu)$, so the flat branch, having the smallest $\mu$, lies at the top of the spectrum.

The number of modes provides a further check. On $6\times6$ cells there are 108 modes. At $D=0$, 38 have zero frequency: 36 from the flat branch, one from the touching branch at $\mathbf k=0$, and the uniform rotation. With $D=0.06$ meV, 37 move together to $\hbar\omega_0$ and one stays at zero.

The small stiffness $k_z$ also limits the linear theory. At temperature $T$, equipartition gives $\langle z^2\rangle=k_BT/k_z$ for a normalised flat mode, so the mean square tilt per site is of order $k_BT/|D|S^2$. Small tilts alone are not enough: the quartic exchange energy, of order $JS^2z^4$, must also stay below the quadratic DM energy, of order $|D|S^2z^2$. This requires $z^2\ll|D|/J$, so for $|D|\ll J$ the relevant temperature scale is $D^2S^2/J$, up to a numerical factor, rather than $|D|S^2$. For quantum spins, half of the zero-point energy $\hbar\omega_0/2$ lies in the tilt, so $\langle z^2\rangle=\hbar\omega_0/2k_z\approx1.10$ here. The flat branch holds one third of the modes, shared evenly among equivalent sites, and contributes about 0.37 to the mean square tilt per site. This is not small compared with 1. The 2.86 meV is therefore the classical precession frequency expressed as an energy; for quantum spins $5/2$ with these parameters, sizeable corrections must be expected.

## Computed values

```
Minimisation on 27 spins, J = S = 1, energy per triangle in J S^2:
  D/J = +0.2: lowest -2.019615, bound -2.019615, chirality -1.0000
  D/J = -0.2: lowest -2.019615, bound -2.019615, chirality +1.0000
Example: S = 2.5, J = 2.0 meV, D = 0.06 meV, D/J = 0.030
  energy per triangle, selected q=0: -19.7243 meV
  energy per triangle, opposite q=0: -17.7757 meV
  energy per triangle, root3 x root3: -18.7500 meV
  cost of opposite chirality per triangle: 1.9486 meV
  modes in all on 6x6 cells: 108
  zero modes at D = 0: 38; at D = 0.06 meV: 1
  modes at the flat energy: 37
  tilt stiffness (out of plane): 1.2990 meV
  rotation stiffness (in plane): 39.449 meV
  flat-mode energy hbar*omega0: 2.8634 meV
  leading square-root law alone: 2.7918 meV
  flat-mode frequency omega0/(2 pi): 0.6924 THz
  a = (J + sqrt3 D)/2: 1.05196 meV
  dispersive branches at the zone corner: 11.0655 meV
  opposite chirality, hbar * largest growth rate: 2.7183 meV
Scan: D/J, hbar*omega0/(S J), local exponent from the row above
  1e-05  0.010194  -
  1e-04  0.032240  0.5000
  1e-03  0.102031  0.5003
  1e-02  0.325151  0.5034
  1e-01  1.104188  0.5310
```
